# Stochastic Variational Method for the Hydride Ion: Selection by a Secular Equation

## The hydride ion and the cost of choosing a basis

A hydrogen atom can hold a second electron, but only weakly. Near the proton the two electrons repel each other strongly, while far away one electron moves in the field of an almost neutral atom. A trial wave function must describe both regions and the correlation between the electrons. Its energy must fall below that of a hydrogen atom and a distant electron at rest before it proves that the ion is bound.

Correlated Gaussians have simple integrals, but each contains several nonlinear parameters. The stochastic variational method draws these parameters at random and keeps the functions that lower the energy most. Ranking thousands of candidates by a complete diagonalisation each would be wasteful, because each candidate adds just one row and one column to a problem already solved. The new lowest energy follows from one scalar equation.

## Hamiltonian and trial functions

We use Rydberg atomic units, $\hbar=1$, $m_e=1/2$, $e^2=2$. Lengths are in bohr and energies in rydberg (Ry). With a fixed nucleus and no relativistic terms,

$$H=-\nabla_1^2-\nabla_2^2-\frac{2}{r_1}-\frac{2}{r_2}+\frac{2}{r_{12}} .$$

The hydrogen ground state has energy $-1$ Ry, so the continuum of the ion starts there. The Ritz energy of a trial function is an upper bound to the lowest energy of $H$. A value below $-1$ Ry therefore proves binding in this model.

The spin singlet is antisymmetric in spin and needs a spatial function symmetric under the exchange $P$ of the electrons. We take

$$\phi\propto(1+P)g_A,\qquad g_A=e^{-ar_1^2-br_2^2-cr_{12}^2},$$

with $a=1/d_1^2$, $b=1/d_2^2$, $c=1/d_{12}^2$. Since $r_{12}^2=r_1^2+r_2^2-2\mathbf r_1\cdot\mathbf r_2$, the exponent is $-\sum_{ij}A_{ij}\,\mathbf r_i\cdot\mathbf r_j$ with

$$A=\begin{pmatrix}a+c&-c\\-c&b+c\end{pmatrix}.$$

Its trace and its determinant $ab+c(a+b)$ are positive, so $g_A$ is normalisable. One such Gaussian favours small $r_{12}$, contrary to the repulsion. A sum of Gaussians with coefficients of both signs can correct this.

## Matrix elements

Let $g_B$ have parameters $a',b',c'$ and put $C=A+B$. An orthogonal rotation of $(\mathbf r_1,\mathbf r_2)$ diagonalises $C$, with eigenvalues $\mu_1,\mu_2$. Each rotated vector has three Cartesian components, so

$$S_{AB}=\left(\frac{\pi}{\mu_1}\right)^{3/2}\left(\frac{\pi}{\mu_2}\right)^{3/2}=\frac{\pi^3}{(\det C)^{3/2}} .$$

In the normalised weight $g_Ag_B/S_{AB}$, each component along direction $k$ has variance $1/(2\mu_k)$. Summing three components and rotating back gives $\langle\mathbf r_j\cdot\mathbf r_k\rangle=\tfrac32(C^{-1})_{jk}$.

For the kinetic energy we integrate by parts; the surface term vanishes because the Gaussians decay. With $\nabla_i g_A=-2\sum_jA_{ij}\mathbf r_j\,g_A$,

$$T_{AB}=\sum_i\int\nabla_ig_A\cdot\nabla_ig_B
=4S_{AB}\sum_{ijk}A_{ij}B_{ik}\langle\mathbf r_j\cdot\mathbf r_k\rangle
=6S_{AB}\,\mathrm{tr}(AC^{-1}B).$$

Each Coulomb term depends on a vector $\mathbf r=w_1\mathbf r_1+w_2\mathbf r_2$. Its components have variance $\sigma/2$, where $\sigma=w^TC^{-1}w$, so its density is $(\pi\sigma)^{-3/2}e^{-r^2/\sigma}$ and

$$\left\langle\frac1r\right\rangle=\frac{4\pi}{(\pi\sigma)^{3/2}}\int_0^\infty re^{-r^2/\sigma}dr
=\frac{4\pi}{(\pi\sigma)^{3/2}}\,\frac{\sigma}{2}=\frac{2}{\sqrt{\pi\sigma}} .$$

The choices $w=(1,0)$, $(0,1)$ and $(1,-1)$ give $r_1$, $r_2$ and $r_{12}$. With $\alpha=a+a'$, $\beta=b+b'$, $\gamma=c+c'$ and $D=\det C=\alpha\beta+\gamma(\alpha+\beta)$, inversion of $C$ gives

$$\sigma_1=\frac{\beta+\gamma}{D},\qquad \sigma_2=\frac{\alpha+\gamma}{D},\qquad
\sigma_{12}=\frac{\alpha+\beta}{D}.$$

The charges contribute a further factor 2:

$$V_{AB}=\frac{4S_{AB}}{\sqrt\pi}\left(-\frac1{\sqrt{\sigma_1}}-\frac1{\sqrt{\sigma_2}}+\frac1{\sqrt{\sigma_{12}}}\right).$$

Written this way, $D$ and the $\sigma$'s are sums of positive terms and lose no digits by subtraction.

The operators 1, $T$ and $V$ commute with $P$, and $(1+P)^2=2(1+P)$. A symmetrised element is therefore $2\langle g_A|O(1+P)|g_B\rangle$: twice the sum of the direct term and the term with $a'$ and $b'$ exchanged. Division by the square roots of the two self-overlaps normalises the functions.

## From a new function to a bordered matrix

Suppose $K$ independent real functions have overlap matrix $S$ and Hamiltonian matrix $\mathcal H$. Solving $\mathcal Hc=\varepsilon Sc$ gives orthonormal Ritz states $\psi_i$ with energies $\varepsilon_1\le\dots\le\varepsilon_K$. For a normalised candidate $\phi$, define

$$o_i=\langle\psi_i|\phi\rangle,\qquad q_i=\langle\psi_i|H|\phi\rangle .$$

The part of $\phi$ outside the old space is

$$\phi_\perp=\frac1N\left(\phi-\sum_io_i\psi_i\right),\qquad N^2=1-\sum_io_i^2 .$$

The value of $N^2$ follows from $\langle\phi|\phi\rangle=1$: the two cross terms give $-2\sum o_i^2$ and the square of the sum gives $+\sum o_i^2$. We need $N^2>0$, or the candidate adds nothing.

Because $\langle\psi_i|H|\psi_j\rangle=\varepsilon_i\delta_{ij}$, the new elements are

$$h_i=\langle\psi_i|H|\phi_\perp\rangle=\frac{q_i-\varepsilon_io_i}{N},$$

$$h_0=\langle\phi_\perp|H|\phi_\perp\rangle=\frac{\langle\phi|H|\phi\rangle-2\sum_io_iq_i+\sum_i\varepsilon_io_i^2}{N^2}.$$

In the orthonormal basis $\psi_1,\dots,\psi_K,\phi_\perp$ the Hamiltonian is diagonal except for a border $h_i$ and a corner $h_0$. Nothing has been approximated within the enlarged space.

## The secular equation

For an eigenvector $(v_1,\dots,v_K,v_0)$ with eigenvalue $\lambda$, the rows read

$$(\varepsilon_i-\lambda)v_i+h_iv_0=0,\qquad \sum_ih_iv_i+(h_0-\lambda)v_0=0 .$$

Take first distinct $\varepsilon_i$ and nonzero $h_i$. If $\lambda$ equalled some $\varepsilon_i$, row $i$ would force $v_0=0$, the other rows $v_j=0$, and the last row $v_i=0$. So $\lambda\ne\varepsilon_i$, and $v_i=h_iv_0/(\lambda-\varepsilon_i)$. Here $v_0\neq0$, since otherwise all components would vanish. Inserting $v_i$ in the last row and dividing by $-v_0$ gives

$$f(\lambda)\equiv\lambda-h_0-\sum_{i=1}^K\frac{h_i^2}{\lambda-\varepsilon_i}=0 .$$

The derivative is

$$f'(\lambda)=1+\sum_i\frac{h_i^2}{(\lambda-\varepsilon_i)^2}\ge1 .$$

Normalisation, $v_0^2+\sum v_i^2=v_0^2f'(\lambda)=1$, fixes $v_0^2=1/f'(\lambda)$.

Between neighbouring poles $f$ rises from $-\infty$ to $+\infty$, so it has one root there. One more root lies below $\varepsilon_1$ and one above $\varepsilon_K$. These are all $K+1$ eigenvalues, and they interlace the old ones.

Two special cases remain:

- If a level is repeated, rotate its states so that one combination carries the whole coupling, with squared strength equal to the sum of the $h_i^2$. The other combinations keep the old energy.
- If $h_i=0$, that level stays an eigenvalue. For a simple $\varepsilon_1$ with $h_1=0$, a root still appears below it if $\sum_{i>1}h_i^2/(\varepsilon_i-\varepsilon_1)>h_0-\varepsilon_1$. Otherwise the lowest energy does not change.

## Solving for the gain

Late in a calculation the gain $\delta=\varepsilon_1-\lambda$ is small, and forming it as the difference of two nearly equal energies cancels their common leading digits, so its relative precision falls. We therefore solve for $\delta$ itself. With $\Delta=h_0-\varepsilon_1$ and $\omega_i=\varepsilon_i-\varepsilon_1\ge0$, substituting $\lambda=\varepsilon_1-\delta$ in $f$ gives

$$F(\delta)=-\Delta-\delta+\sum_i\frac{h_i^2}{\omega_i+\delta}=0 .$$

For $\delta>0$ the sum is at least its first term $h_1^2/\delta$ and at most $\|h\|^2/\delta$, where $\|h\|^2=\sum_ih_i^2$. Replacing it by $W/\delta$ leads to $\delta^2+\Delta\delta-W=0$, with nonnegative root

$$\delta(W)=\frac{-\Delta+\sqrt{\Delta^2+4W}}2=\frac{2W}{\Delta+\sqrt{\Delta^2+4W}} .$$

The second form avoids cancellation when $\Delta>0$. Since $F$ decreases with $\delta$, a larger sum moves its root upward, and for $h_1\ne0$

$$\delta(h_1^2)\le\delta\le\delta(\|h\|^2).$$

The lower bound is the gain of a two-level system made of $\psi_1$ and $\phi_\perp$. For $\Delta>0$ and $|h_1|\ll\Delta$ it becomes the perturbative value $h_1^2/\Delta$. A candidate that couples strongly to the present ground state without having too high an orthogonalised energy is thus sure to be useful. The condition is sufficient, not necessary. Moving the $i=1$ term of $F(\delta)=0$ to one side gives $\delta=h_1^2/\left[\Delta+\delta-\sum_{i>1}h_i^2/(\omega_i+\delta)\right]$, so coupling to the higher Ritz states shrinks the denominator and raises the gain above the two-level value.

Newton iteration starts from the lower bound:

$$\delta_{n+1}=\delta_n+\frac{F(\delta_n)}{|F'(\delta_n)|} .$$

Because $F''=2\sum h_i^2/(\omega_i+\delta)^3>0$, the curve lies above its tangents. The zero of a tangent drawn left of the root cannot pass the root, so the iteration rises monotonically. Let $e_n=\delta-\delta_n$ be the remaining error. Taylor expansion about $\delta_n$ gives, for some $\xi$ between $\delta_n$ and $\delta$,

$$0=F(\delta_n)+F'(\delta_n)e_n+\tfrac12F''(\xi)e_n^2 .$$

Dividing by $F'(\delta_n)<0$ and using $e_{n+1}=e_n+F(\delta_n)/F'(\delta_n)$,

$$e_{n+1}=\frac{F''(\xi)}{2|F'(\delta_n)|}\,e_n^2 .$$

Convergence near the root is quadratic.

## The algorithm and its cost

1. Draw candidates with $\ln d_1$, $\ln d_2$ and $\ln d_{12}$ uniform between chosen limits. Keep the one of lowest energy as the first function.
2. Solve the present generalised eigenproblem once.
3. Draw $n$ new candidates. For each, compute $o_i$, $q_i$, $N^2$, $h_i$, $h_0$ and $\delta$. Reject those with too small an $N^2$.
4. Add the candidate of largest $\delta$. Return to step 2 until the basis has the desired size.
5. Refine: remove one function, diagonalise the remaining problem, and let the removed function compete with $n$ new draws. Insert the winner. Repeat for each function in turn, and then for further cycles.

Because the removed function stays among the candidates, refinement cannot raise the energy, apart from rounding. The method finds good parameters by sampling; it does not guarantee the best set.

A candidate needs $O(K)$ matrix elements, $O(K^2)$ operations to transform two columns to the Ritz states, and $O(K)$ per Newton step. Dense diagonalisation needs $O(K^3)$. A selection among $n$ candidates thus costs $O(nK^2+K^3)$ instead of $O(nK^3)$, for a bounded number of Newton steps. The single $K^3$ term renews the eigensystem after the choice is made.

## Sources of error

**Errors in the matrix entries.** Differentiating $f(\lambda)=0$ with respect to all its inputs gives, to first order,

$$d\lambda=\frac1{f'(\lambda)}\left[dh_0+\sum_i\frac{2h_i\,dh_i}{\lambda-\varepsilon_i}+\sum_i\frac{h_i^2\,d\varepsilon_i}{(\lambda-\varepsilon_i)^2}\right]
=v_0^2\,dh_0+2\sum_iv_0v_i\,dh_i+\sum_iv_i^2\,d\varepsilon_i .$$

Errors in the diagonal entries are weighted by the composition of the new state. A candidate with a small weight $v_0^2$ passes on little of the error in its corner energy.

**Near linear dependence.** An absolute error $\eta$ in $\sum o_i^2$ is a relative error $\eta/N^2$ in $N^2$, and $h_i$ and $h_0$ are divided by $N$ and $N^2$. The same quantity controls the overlap matrix. If $s$ is the column of overlaps of $\phi$ with the old basis, then $\sum o_i^2=s^TS^{-1}s$, because the matrix $U$ of Ritz vectors obeys $U^TSU=1$ and hence $UU^T=S^{-1}$. Eliminating the last row of the enlarged overlap matrix gives

$$\det S_{\rm new}=N^2\det S .$$

A small $N^2$ brings the new matrix close to singularity. A lower limit on $N^2$ excludes such draws, at the price of losing some functions that could have lowered the energy.

**Incomplete basis.** Gaussians are smooth where particles meet, whereas the Coulomb wave function has cusps there, which a finite sum can only approximate. The choice of parameters is also imperfect. Both defects raise the energy, so they can hide binding but cannot feign it. Small gains in successive cycles do not bound the remaining error, since the search may simply be slow.

## Three functions by hand

Take two old functions with widths $(d_1,d_2,d_{12})=(1,3,8)$ and $(2,5,8)$ bohr, and a candidate with widths $(0.6,2,3)$ bohr. The old problem has $\varepsilon_1=-0.897769$ and $\varepsilon_2=1.169661$ Ry. Its Ritz vectors are

$$c^{(1)}=(-0.288222,\,-0.781947),\qquad c^{(2)}=(-1.329084,\,1.112698).$$

The candidate has overlaps $(0.710329,\,0.277299)$ with the old functions, Hamiltonian elements $(-0.016599,\,-0.676152)$ Ry, and energy $3.202463$ Ry. Hence

$$o_1=-0.288222(0.710329)-0.781947(0.277299)=-0.421566,$$

and likewise $o_2=-0.635536$. This leaves

$$N^2=1-0.177718-0.403906=0.418376,\qquad N=0.646820 .$$

The same combinations of the Hamiltonian elements give $q_1=0.533499$ and $q_2=-0.730292$ Ry. The couplings are

$$h_1=\frac{0.533499-0.378468}{0.646820}=0.23968\ \text{Ry},$$

$$h_2=\frac{-0.730292+0.743362}{0.646820}=0.02021\ \text{Ry}.$$

For the corner, $\sum o_iq_i=-0.224905+0.464127=0.239222$ Ry, so

$$h_0=\frac{3.202463-0.478444-0.159549+0.472433}{0.418376}=7.2588\ \text{Ry}.$$

Orthogonalisation has more than doubled the candidate's energy. With $\Delta=8.15655$ Ry, the two-level bounds are $0.007037$ and $0.007087$ Ry. The secular root is $\delta=0.00703717$ Ry, as substitution confirms:

$$\frac{h_1^2}{\Delta+\delta-h_2^2/(\omega_2+\delta)}
=\frac{0.0574472}{8.156552+0.007037-0.000197}=0.007037\ \text{Ry}.$$

The new energy is $-0.897769-0.007037=-0.904806$ Ry, in agreement with direct diagonalisation of the three-function problem. At this root $f'\approx1+h_1^2/\delta^2\approx1161$, so less than one part in a thousand of an error in $h_0$ reaches the energy.

## A basis for the hydride ion

The larger calculation draws widths between 0.1 and 30 bohr, with 250 draws per selection and a minimum $N^2$ of $10^{-5}$ for new draws. During growth the energy falls as follows.

| $K$ | $E$ (Ry) |
|---:|---:|
| 1 | $-0.85613$ |
| 2 | $-0.94333$ |
| 5 | $-1.00827$ |
| 10 | $-1.04439$ |
| 20 | $-1.05248$ |
| 50 | $-1.05526$ |

In this run five selected functions already prove binding; other random sequences need between four and seven. A control run that took one acceptable random draw at a time, without competition, reached $-0.95813$ Ry with 50 functions and proved nothing about binding. That number depends strongly on the random sequence: over 60 unselected sequences the energy ranges from $-0.70$ to $-1.045$ Ry, with median $-0.99$ Ry, and about a third fall below $-1$ Ry. Growth with selection stays between $-1.0552$ and $-1.0553$ Ry over eight sequences. The control tries far fewer draws, so the comparison shows what selection achieves at equal basis size, not at equal effort.

Eight refinement cycles at fixed $K=50$ lower the energy to $-1.05540$ Ry. The last four still gained $2.3\times10^{-5}$ Ry, so the search had not settled at that level. Growth and refinement together examined 112,500 random functions in 450 selection steps. The first 250 were ranked by their own energies, the others by the secular equation. As a check, the program also diagonalised the enlarged problem after each choice; the largest difference from the secular energy was $2.2\times10^{-13}$ Ry. In a separate test with 100 candidates, secular and direct ranking chose the same winner.

These comparisons test the linear algebra, not the completeness of the basis. For the latter, a separate variational calculation used 34 functions $s^lt^{2m}u^ne^{-ks}$ with $s=r_1+r_2$, $t=r_1-r_2$, $u=r_{12}$ and $l+2m+n\le5$. With the best scanned scale, $k=0.65$ per bohr, it gave $-1.055414$ Ry, which is $1.1\times10^{-5}$ Ry below the Gaussian result. Since this too is an upper bound, the Gaussian energy lies at least that far above the true ground-state energy of the model. The difference does not limit the error from above. The error is in fact about nine times larger: a basis of correlated exponentials $e^{-\alpha r_1-\beta r_2-\gamma r_{12}}$ converges to $-1.055502$ Ry, which is $9.9\times10^{-5}$ Ry below the Gaussian result.

The Gaussian energy lies $0.05540$ Ry, or $0.7538$ eV, below the threshold. This is a lower bound on the binding energy of the second electron in the fixed-nucleus, nonrelativistic model. Its last digits are not converged: the converged value of the model is $0.7551$ eV, larger by 1.3 meV. Nuclear motion and relativistic and radiative effects are left out, so it is not a bound on the measured electron affinity. The finite proton mass alone lowers the binding energy by about 0.9 meV, comparable to the basis error. The numerical check below gives the remaining intermediate values.

## Computed values

```
Gaussian integrals, max relative error: 8.1e-15
six secular roots, max error: 3.9e-16 (model units)
SMALL EXAMPLE: widths d1, d2, d12 (bohr)
function 1: 1.0 3.0 8.0
function 2: 2.0 5.0 8.0
function 3: 0.6 2.0 3.0
S row 1: 1.00000000 0.67773440 0.71032870
S row 2: 0.67773440 1.00000000 0.27729943
S row 3: 0.71032870 0.27729943 1.00000000
H row 1 (Ry): -0.21429462 -0.86037413 -0.01659856
H row 2 (Ry): -0.86037413 -0.80491016 -0.67615246
H row 3 (Ry): -0.01659856 -0.67615246 3.20246300
old energies (Ry): -0.89776870 1.16966073
Ritz vector 1: -0.28822191 -0.78194661
Ritz vector 2: -1.32908403 1.11269751
overlaps o_i: -0.42156565 -0.63553614
residual norm squared N^2: 0.41837622
couplings h_i (Ry): 0.23968142 0.02020559
corner h0 (Ry): 7.25878376
bounds on gain (Ry): 0.00703700 0.00708697
secular gain (Ry): 0.00703717; Newton steps: 2
secular energy (Ry): -0.90480587
direct energy (Ry): -0.90480587
RANKING: 100 candidates added to 12 functions
max gain error (Ry): 3.7e-14; Newton steps: 6
HYDRIDE ION: width range 0.1 to 30.0 bohr
draws per step: 250; minimum N^2: 1e-05
growth K=1: E = -0.85613388 Ry
growth K=2: E = -0.94333469 Ry
growth K=5: E = -1.00827137 Ry
growth K=10: E = -1.04438677 Ry
growth K=20: E = -1.05248206 Ry
growth K=30: E = -1.05443163 Ry
growth K=40: E = -1.05503434 Ry
growth K=50: E = -1.05526329 Ry
unselected K=50: E = -0.95812699 Ry
refinement cycle 1: E = -1.05533155 Ry
refinement cycle 2: E = -1.05535275 Ry
refinement cycle 4: E = -1.05537992 Ry
refinement cycle 8: E = -1.05540299 Ry
random functions tested: 112500
selection steps: 450
max secular-direct difference: 2.2e-13 Ry
Hylleraas terms: 34; scale: 0.650 /bohr
Hylleraas energy: -1.05541414 Ry
Gaussian minus Hylleraas: 1.12e-05 Ry
margin below -1 Ry: 0.05540299 Ry
same margin: 0.75380 eV
```
